# Charge-Pumping Current and Its Energy Window for Trapezoidal Gate Pulses

A trap at a silicon–oxide interface loses its electron thermally at a rate $e_n$ proportional to $e^{E/kT}$, where $E$ is the trap energy measured upward from the intrinsic level. Multiplying the time available for emission by a factor $\lambda$ therefore has the same effect as raising every trap energy by $kT\ln\lambda$. If $E_e$ is the energy above which traps empty in a time $t_e$, this shift symmetry demands $E_e(\lambda t_e)=E_e(t_e)-kT\ln\lambda$, provided the band edges are far away. The rate scale is $c_n n_i$, with $c_n$ the electron capture coefficient and $n_i$ the intrinsic density, so dimensional consistency gives

$$E_e=-kT\ln(c_n n_i t_e)+C\,kT,$$

with $C$ a pure number. Exchanging electrons with holes and $E$ with $-E$ gives the limit for hole emission during a time $t_h$, namely $E_h=kT\ln(c_p n_i t_h)-C\,kT$. The energy window between the limits is

$$W=E_e-E_h=-kT\ln\!\left(c_n c_p n_i^2\,t_e t_h\right)+2C\,kT .$$

The two times enter as a product, hence through their geometric mean. It remains to show that the pumped charge measures this window, to find $C$, and to connect $t_e$ and $t_h$ with the gate pulse.

Consider an n-channel transistor with gate area $A$, whose source, drain and substrate are held at one potential. A trapezoidal gate voltage of frequency $f$, swing $\Delta V$, rise time $t_r$ and fall time $t_f$ takes the surface from accumulation to inversion and back. At the top level the traps fill with electrons from the source and drain; at the base level they capture holes from the substrate. Each electron that stays trapped until a hole arrives recombines, and a net current flows between the junctions and the substrate.

Let $F$ be the probability that a trap holds an electron, and let $n_s$ and $p_s$ be the surface carrier densities. Then

$$\frac{dF}{dt}=(c_n n_s+e_p)(1-F)-(e_n+c_p p_s)F .$$

The capture coefficients are $c_n=\sigma_n v$ and $c_p=\sigma_p v$, where $\sigma_n,\sigma_p$ are cross-sections and $v$ is the thermal velocity. Detailed balance fixes the emission rates. In equilibrium with Fermi level $E_F$, also measured from the intrinsic level, $n_s=n_i e^{E_F/kT}$, $p_s=n_i e^{-E_F/kT}$ and $(1-F)/F=e^{(E-E_F)/kT}$; degeneracy factors are absorbed in $E$. Electron capture and emission must balance separately, as must the hole processes:

$$e_n=c_n n_s\frac{1-F}{F}=c_n n_i e^{E/kT},\qquad
e_p=c_p p_s\frac{F}{1-F}=c_p n_i e^{-E/kT}.$$

Suppose first that capture is complete at both levels, and that between them lies an interval with emission alone: $t_e$ on the falling edge and $t_h$ on the rising edge. A trap enters the fall full and keeps its electron with probability $e^{-e_nt_e}$. This is also the mean number of holes it then captures. It enters the rise empty and emits a hole, which means that it takes an electron from the valence band, with probability $1-e^{-e_pt_h}$. The net number of holes supplied by the substrate per cycle is

$$R(E)=e^{-e_n t_e}-\left(1-e^{-e_p t_h}\right).$$

Counting electrons gives the same result: the channel supplies $e^{-e_pt_h}$ electrons and gets back $1-e^{-e_nt_e}$. Near midgap both exponentials are close to one and $R\simeq1$. High in the gap the first exponential vanishes, because the electron has returned to the conduction band, and $R\simeq0$. Low in the gap the second vanishes, because the hole has returned to the valence band, and again $R\simeq0$.

This count neglects hole emission during the fall and electron emission during the rise. The product $e_ne_p=c_nc_pn_i^2$ does not depend on $E$. A trap emitting both carriers alternately generates pairs at the rate $e_ne_p/(e_n+e_p)$, which is at most $\tfrac12 n_i\sqrt{c_nc_p}$. The neglect is justified when this rate times the longer emission time is small. For comparable $t_e$ and $t_h$ this is also the condition that $W$ be many times $kT$; for very unequal times it is stricter.

For a trap density $D_{it}$ per area and energy that is uniform in the gap, the current is $I=qAfD_{it}\int R\,dE$. To integrate the first term between the band edges $E_v$ and $E_c$, put $x=E/kT+\ln(c_nn_it_e)$, so that $e_nt_e=e^x$. The lower end is $x=-L$, with $L=-E_v/kT-\ln(c_nn_it_e)$. The upper end may be moved to infinity, since $e_nt_e$ is very large at $E_c$. With $y=e^x$, $\epsilon=e^{-L}$ and an integration by parts,

$$\int_{-L}^{\infty}e^{-e^x}dx=\int_\epsilon^\infty\frac{e^{-y}}{y}\,dy
=-e^{-\epsilon}\ln\epsilon+\int_\epsilon^\infty e^{-y}\ln y\,dy
\simeq L-\gamma .$$

The last step uses $-\ln\epsilon=L$ and $\int_0^\infty e^{-y}\ln y\,dy=\Gamma'(1)=-\gamma$, where $\gamma=0.577$ is Euler's constant; what is dropped vanishes with $\epsilon$. Multiplying by $kT$ gives

$$\int_{E_v}^{E_c}e^{-e_nt_e}dE=kT(L-\gamma)=E_e-E_v,\qquad
E_e=-kT\left[\ln(c_nn_it_e)+\gamma\right].$$

The constant in the symmetry argument is thus $C=-\gamma$. The smooth edge has the same area as a sharp one placed where $e_nt_e=e^{-\gamma}=0.56$. The mirror image of this calculation gives

$$\int_{E_v}^{E_c}e^{-e_pt_h}dE=E_c-E_h,\qquad E_h=kT\left[\ln(c_pn_it_h)+\gamma\right].$$

Adding the two integrals and subtracting the gap $E_c-E_v$ for the $-1$ in $R$ leaves $E_e-E_h=W$.

The gate pulse now supplies the times. As a first choice, let emission on the falling edge start at the threshold voltage $V_T$, where $n_s$ has dropped to the doping $N_A$, and end at the flat-band voltage $V_{FB}$, where $p_s$ has risen to $N_A$. The falling ramp has slope $\Delta V/t_f$ and the rising ramp $\Delta V/t_r$, so

$$t_e=\frac{V_T-V_{FB}}{\Delta V}\,t_f,\qquad t_h=\frac{V_T-V_{FB}}{\Delta V}\,t_r .$$

The logarithms add, and $\ln(t_et_h)=2\ln\sqrt{t_et_h}$. The current is therefore

$$I=qAfD_{it}W,\qquad
W=-2kT\left[\ln\!\left(n_i\sqrt{c_nc_p}\;\frac{V_T-V_{FB}}{\Delta V}\sqrt{t_rt_f}\right)+\gamma\right].$$

With the voltages and temperature held fixed, $dW/d\ln\sqrt{t_rt_f}=-2kT$. Each edge contributes half: a slower fall lowers the upper limit, and a slower rise lifts the lower one. The frequency multiplies the current but does not enter $W$, as long as the edge times are fixed and the levels last long enough for capture.

For an example, take $T=300$ K ($kT=25.85$ meV), $n_i=10^{10}$ cm$^{-3}$, $N_A=3\times10^{17}$ cm$^{-3}$ and a 5 nm oxide. The cross-sections $\sigma_n=10^{-15}$ and $\sigma_p=3\times10^{-16}$ cm$^2$ with $v=10^7$ cm/s give $c_nn_i=100$ s$^{-1}$ and $c_pn_i=30$ s$^{-1}$. With $V_{FB}=-1.00$ V and $V_T=0.321$ V the emission span is 1.321 V, out of a swing of 3.5 V from $-2.0$ to 1.5 V. For $t_r=200$ ns and $t_f=500$ ns, $t_e=188.8$ ns and $t_h=75.5$ ns. Then

$$E_e=-25.85\,[\ln(1.888\times10^{-5})+0.577]\ \text{meV}=0.266\ \text{eV},$$

$$E_h=25.85\,[\ln(2.265\times10^{-6})+0.577]\ \text{meV}=-0.321\ \text{eV},$$

and $W=0.587$ eV, about half of the 1.12 eV gap. Integrating the emission-only cycle numerically, with both kinds of emission kept in both intervals, also gives 0.5874 eV. For $A=10\ \mu\text{m}\times1\ \mu\text{m}=10^{-7}$ cm$^2$, $D_{it}=3\times10^{10}$ cm$^{-2}$eV$^{-1}$ and $f=100$ kHz,

$$I=(1.602\times10^{-19})(10^{-7})(10^5)(3\times10^{10})(0.5874)\ \text{A}=28.2\ \text{pA}.$$

The weak point is the sharp start and stop of emission at $V_T$ and $V_{FB}$. To improve on it, follow the falling edge with slew rate $s=\Delta V/t_f$. An electron emitted at gate voltage $V$ reduces the recombination if two conditions hold. The trap must not have captured a hole earlier, at voltages above $V$; and the emptied trap must not be refilled by an electron later, at voltages below $V$. Since $dt=dV/s$ in magnitude, the probabilities of these conditions are exponentials of capture rates integrated over voltage. The effective emission time is $t_e=V_{em}(s)/s$, with

$$V_{em}(s)=\int dV\,\exp\!\left\{-\frac1s\left[\int_{base}^{V}c_nn_s\,dV'+\int_V^{top}c_pp_s\,dV'\right]\right\}.$$

On the rising edge, a hole emission at $V$ counts if the trap has not captured an electron earlier, now at voltages below $V$, and if it does not recapture a hole later, at voltages above $V$. This is the same function, so $t_h=V_{em}(s)/s$ with $s=\Delta V/t_r$. The argument is first order in the emission probability. Using the resulting times in $e^{-e_nt_e}$ and $e^{-e_pt_h}$ also for traps at the window's edge is an approximation, good when refilling switches off in a time much shorter than $t_e$.

The dependence of $V_{em}$ on $s$ can be found near each end of the span. Let $\psi$ be the surface potential and $m_n=dV/d\psi$ the local ratio of gate to surface voltage. There $n_s\propto e^{qV/m_nkT}$, and the refilling integral is $c_nn_s(V)\,m_nkT/(qs)$. The integrand is again a double exponential, so its effective edge lies where

$$c_nn_s\,\frac{m_nkT}{qs}=e^{-\gamma}.$$

For the 500 ns fall, $s=7\times10^6$ V/s and this density is $1.5\times10^{16}/m_n$ cm$^{-3}$, far below the doping. Emission starts later than $V_T$ suggests. Making the edge slower by a factor $e$ lowers the required density by the same factor, which moves this end inward by $m_nkT/q$; the hole end moves inward by $m_pkT/q$, where $m_p$ is the value of $dV/d\psi$ there. For equal edges $t_r=t_f=t$,

$$\frac{dW}{d\ln t}=-2kT\left(1+\frac{d\ln V_{em}}{d\ln t}\right)
\simeq-2kT\left[1-\frac{(m_n+m_p)kT}{qV_{em}}\right].$$

The window still shrinks almost logarithmically, but its slope is somewhat smaller than $2kT$.

A direct solution of the rate equation through the whole pulse tests both versions. It uses the surface potential of the MOS structure, Boltzmann carriers with $n_sp_s=n_i^2$, and holds of 2 µs at each level. For the example it gives $W=0.5970$ eV and 28.7 pA. The refined span gives 0.5969 eV, and the simple formula is 1.6% low relative to the simulation. The size of the correction follows from the spans, 1.061 V for the 500 ns edge and 1.139 V for the 200 ns edge:

$$25.85\left[\ln\frac{1.321}{1.061}+\ln\frac{1.321}{1.139}\right]\text{meV}=9.5\ \text{meV}.$$

The simple formula contains the constant $\gamma$, which narrows the window by $2\gamma kT=29.8$ meV, and omits only the shortening of the span, which widens it by 9.5 meV. Placing the sharp limits at $e_nt_e=e_pt_h=1$ instead, which drops $\gamma$, would give 0.617 eV, 3.4% above the simulation.

For equal edges of 100, 500 and 2000 ns the simulated windows are 0.652, 0.575 and 0.509 eV, against 0.647, 0.564 and 0.492 eV from the simple formula. A straight line in $\ln t$ through five such points misses none by more than 0.07 meV, yet its slope is 47.6 meV per e-fold instead of $2kT=51.7$ meV, a ratio of 0.921. The span accounts for this. It falls from 1.201 V at 100 ns to 0.949 V at 2000 ns, so $d\ln V_{em}/d\ln t$ averages $-\ln(1.201/0.949)/\ln20=-0.079$.

The geometric mean survives the refinement. With $t_r/t_f=100/1000$ ns the simulation gives 0.5971 eV, and the same with the times exchanged; two edges of 316 ns, the geometric mean, give 0.5970 eV. Two edges of 550 ns, the arithmetic mean, give 0.5706 eV. The exchange leaves $W$ unchanged even though $c_n\ne c_p$, because both edges share the function $V_{em}(s)$ and their logarithms add.

The slope matters when the formula is used for measurement. The charge per cycle is $Q=I/f$, and at fixed span

$$\frac{dQ}{d\ln\sqrt{t_rt_f}}=-2qAkT\,D_{it}.$$

Applied to the simulated series, this yields $D_{it}=2.76\times10^{10}$ cm$^{-2}$eV$^{-1}$, 8% below the input. The cross-sections come from extrapolating to the time $t_0$ at which $W$ would vanish. Setting the bracket in $W$ to zero gives

$$\sqrt{\sigma_n\sigma_p}=\frac{e^{-\gamma}}{v\,n_i\,t_0}\,\frac{\Delta V}{V_T-V_{FB}} .$$

The fitted line reaches zero at $t_0=87.7$ ms, which gives $1.7\times10^{-16}$ cm$^2$, while the true value is $5.5\times10^{-16}$ cm$^2$. A modest error of slope, carried over some twelve e-folds of time, has become a factor of about 2.5, and the offset of the window raises it to three. Plotting $Q$ against $\ln(V_{em}t/\Delta V)$ removes most of this bias. Since $V_{em}$ itself depends weakly on the capture coefficients, the reading must then be iterated.

If $D_{it}$ varies with energy, but little over a few $kT$, the charge is

$$Q\simeq qA\int_{E_h}^{E_e}D_{it}(E)\,dE .$$

Changing the fall time alone moves $E_e$ alone. At fixed span $dE_e/d\ln t_f=-kT$, so $\partial Q/\partial\ln t_f=-qAkT\,D_{it}(E_e)$. Likewise $\partial Q/\partial\ln t_r=-qAkT\,D_{it}(E_h)$. The two edges thus probe the trap density in the upper and lower parts of the gap separately. In the full pulse the span shrinks as an edge slows, which lowers these derivatives as it lowered the slope; for the parabolic density used below they fall 5 to 6% short of the values at the simple limits.

The derivation fails when the pulse does not reach both carriers. With the base raised to $-0.2$ V, where the surface is just past midgap ($p_s\approx2\times10^{9}$ cm$^{-3}$), and the edge times unchanged, the simulated window is 0.005 meV: traps exchange electrons with the channel, but almost no holes reach them. For slow edges the error of the simple formula grows as the span shrinks: for equal edges it is 11% low at 100 µs and 23% low at 1 ms, where it still gives $6.6\,kT$. Once $W$ is down to a few $kT$ the two kinds of emission can no longer be separated, and the true window tends to zero ($0.27\,kT$ for edges of 1 s) while the formula turns negative. For very fast edges the limits in the formula would reach the band edges. The charge itself would level off somewhat below $qAD_{it}(E_c-E_v)$, at a window of 1.076 eV in this model. About 28 meV of the 44 meV deficit arises because a trap close to the conduction band can still emit its electron at the base level before it captures a hole; most of the rest comes from traps near the band edges that the two levels do not fully empty or fill. For $E_e$ to reach $E_c$, $t_e$ must be near 2 ps, where the assumption about the channel has already failed. Channel electrons must leave through the source and drain before holes arrive, otherwise they recombine in the substrate and add to the current. The slowest diffusion mode between two absorbing ends decays in $L_{ch}^2/(\pi^2D_n)$, where $L_{ch}$ is the channel length and $D_n=\mu kT/q$. For 1 µm and a mobility $\mu=200$ cm$^2$/Vs this is 0.20 ns, short beside $t_e$; for 10 µm it would be 20 ns.

The parameters are rough values for a silicon transistor with a well-annealed thermal oxide, and the cross-sections are the least certain of them. Raising $\sqrt{\sigma_n\sigma_p}$ tenfold would narrow the simple window by $2kT\ln10=119$ meV. The uniform $D_{it}$ is also an idealization, since the trap density can rise toward the band edges. For the illustrative form $1+(E/0.3\ \text{eV})^2$ times the midgap density, the simulated mean over the window is 1.35 times the midgap value, so reading the current as a midgap density would overestimate it by 35%. Temperature also matters: at 330 K, with the voltages held fixed, the simple window falls from 0.587 to 0.523 eV, mainly because $n_i$ grows. This takes the gap as constant, so that $n_i$ rises 8.3-fold; an empirical fit for silicon, with a rise of about 9.8-fold, gives 0.514 eV. Some other effects can be estimated and are small here. The pumped trap charge corresponds to a gate-voltage shift of about 4 mV, and the whole change of trapped charge between the two levels to about 8 mV. The oxide field at the top level is 2.9 MV/cm, below a breakdown field of roughly 10 MV/cm, and the estimated tunnel current, below $10^{-21}$ A, is negligible. Boltzmann statistics fail at both levels of the pulse, where the model's surface densities reach $1.1\times10^{20}$ cm$^{-3}$ for electrons in inversion and $4\times10^{19}$ cm$^{-3}$ for holes in accumulation. Lowering the top level to 0.7 V at the same slew rates cuts the electron density about sevenfold and moves $W$ by less than 0.001 meV, as expected if emission is governed by the much lower densities at which capture stops. The numerical output lists the remaining values.

## Computed results

```
temperature 300 K, kT = 25.85 meV, gap 1.12 eV
n_i = 1.0e+10 cm^-3, doping = 3.0e+17 cm^-3
oxide 5.0 nm, C_ox = 0.691 uF/cm2
sigma_n = 1.0e-15, sigma_p = 3.0e-16 cm2
thermal velocity = 1.0e+07 cm/s
c_n = 1.0e-08, c_p = 3.0e-09 cm3/s
V_FB = -1.00 V, V_T = 0.321 V, V_T-V_FB = 1.321 V
base -2.0 V, top 1.5 V, swing 3.5 V
gate 10 um x 1 um, f = 100 kHz
D_it = 3.0e+10 cm^-2 eV^-1
rise 200 ns, fall 500 ns, geometric mean 316.2 ns
emission times: electrons 188.8 ns, holes 75.5 ns
energy limits from midgap: 0.2663 and -0.3211 eV
window, simple formula: 0.5874 eV
window, emission-only integral: 0.5874 eV
window, refined emission span: 0.5969 eV
window, full simulation: 0.5970 eV
2 gamma kT = 29.84 meV
shift on halving both meshes: -0.0002 meV
shift with hold 4.65 us: 0.0000 meV
current: simple 28.23 pA, simulated 28.70 pA
pumped electrons per cycle, simulated: 1791
equal edges (ns): simple, refined, simulated window (eV), span (V)
  100: 0.6469, 0.6518, 0.6520, 1.201
  200: 0.6111, 0.6188, 0.6189, 1.139
  500: 0.5637, 0.5750, 0.5752, 1.061
  1000: 0.5279, 0.5420, 0.5422, 1.004
  2000: 0.4920, 0.5091, 0.5093, 0.949
2kT per e-fold = 51.70 meV, per decade = 119.1 meV
simulated slope per e-fold = 47.64 meV, ratio to 2kT = 0.921
largest departure from straight line: 0.07 meV
D_it read from slope: 2.76e+10 cm^-2 eV^-1
extrapolated zero of window at edge time 87.7 ms
sqrt(sigma_n sigma_p): true 5.48e-16, read 1.70e-16 cm2
rise/fall 100/1000 ns: 0.5971 eV, swapped: 0.5971 eV
both 316 ns: 0.5970 eV, both 550 ns: 0.5706 eV
base at -0.2 V (depletion): window 0.005 meV
top lowered to 0.7 V, same slew: -0.0001 meV
surface electrons at top: 1.1e+20 cm^-3, at 0.7 V: 1.6e+19 cm^-3
U-shaped D_it (scale 0.3 eV), mean/midgap: simulated 1.350, formula 1.328
voltage shift by pumped trap charge: 4.16 mV
oxide field at top level: 2.92 MV/cm
tunnel current (barrier 3.1 eV, mass 0.42 m_e): 8e-23 A
channel transit (mobility 200 cm2/Vs): 0.20 ns
simple window at 330 K, same voltages: 0.5233 eV
```
